# Ligand polarisation and the Judd–Ofelt parameters of lanthanide f–f transitions: a numerical check

```python
# Dynamic coupling (ligand polarisation) in Judd-Ofelt theory, atomic units.
# Result under test: ligands at R_L outside the 4f density, polarisability alpha(w):
#   Omega_k = (k+1) <r^k>^2 <3||C^k||3>^2 sum_p |sum_L alpha_L C_{k+1,p}(L)/R_L^(k+2)|^2
# (k=2,4,6), line strength S = sum_k Omega_k |<J'||U^k||J>|^2, C = Racah harmonics.
# Axial ligands (a_par along the bond, a_perp across) give ranks t=k+1 and t=k-1.
# D = sum_L alpha_L E(R_L) is the induced dipole operator, E the Coulomb field of the
# f electron without its monopole. A static f-d closure term is added for comparison.
import numpy as np
from math import factorial as fac, sqrt, pi, log
from functools import lru_cache
from scipy.special import lpmv, gammainc, eval_legendre as Pl
from scipy.constants import physical_constants as pc
from sympy import Rational as Q
from sympy.physics.wigner import wigner_3j, wigner_6j, clebsch_gordan

U20 = (pc['Bohr radius'][0]*100)**2/1e-20      # bohr^2 in 1e-20 cm^2
KS = (2, 4, 6)
R0, AL, RC = 4.5, 10.0, 3.5
w3 = lru_cache(None)(lambda *a: float(wigner_3j(*a)))
w6 = lambda *a: float(wigner_6j(*a))
cg = lru_cache(None)(lambda *a: float(clebsch_gordan(*a)))

def C(k, q, ct, ph):
    if q < 0:
        return (-1)**(-q)*np.conj(C(k, -q, ct, ph))
    return sqrt(fac(k-q)/fac(k+q))*lpmv(q, k, ct)*np.exp(1j*q*ph)

# radial model r^3 (exp(-7r)+0.02 exp(-3r)): analytic moments
def raw(k, cut):
    return sum(c*fac(8+k)/s**(9+k)*(gammainc(9+k, s*cut) if cut else 1.0)
               for c, s in ((1, 14.), (0.04, 10.), (0.0004, 6.)))
mom = {k: raw(k, RC)/raw(0, RC) for k in KS}
red = {k: -7*w3(3, k, 3, 0, 0, 0) for k in KS}
# quadrature grids
x, w = np.polynomial.legendre.leggauss(40)
r = RC*(x+1)/2
rho = w*RC/2*r**8*(np.exp(-7*r)+0.02*np.exp(-3*r))**2
rho /= rho.sum()
c1, wt = np.polynomial.legendre.leggauss(60)
ct = np.repeat(c1, 120); ph = np.tile(2*pi*np.arange(120)/120, 60)
wa = np.repeat(wt, 120)*2*pi/120
st = np.sqrt(1-ct**2)
n = np.stack([st*np.cos(ph), st*np.sin(ph), ct], 1)
Y3 = np.array([sqrt(7/4/pi)*C(3, m, ct, ph) for m in range(-3, 4)])
Y2 = np.array([sqrt(5/4/pi)*C(2, m, ct, ph) for m in range(-2, 3)])

def field(v):   # <m|E_i(v)|m'> from the bare Coulomb law
    d = v-r[:, None, None]*n[None]
    F = -np.einsum('r,rai->ai', rho, d/(d*d).sum(2)[..., None]**1.5)
    M = np.array([(Y3.conj()*wa*F[:, i])@Y3.T for i in range(3)])
    tr = np.einsum('imm->i', M)/7
    assert np.allclose(tr, -v/(v@v)**1.5, atol=1e-10)   # monopole by Gauss's law
    return M-tr[:, None, None]*np.eye(7)

def dipole(ligs):
    D = np.zeros((3, 7, 7), complex)
    for v, ap, at in ligs:
        u = v/np.linalg.norm(v)
        D += np.einsum('ij,jmn->imn', at*np.eye(3)+(ap-at)*np.outer(u, u), field(v))
    return D

def jmat(j):
    m = np.arange(-j, j+0.5)
    p = np.diag(np.sqrt(j*(j+1)-m[:-1]*(m[:-1]+1)), -1)
    return [(p+p.T)/2+0j, (p-p.T)/2j, np.diag(m)+0j]
Lm, Sm = jmat(3), jmat(0.5)
ad = [np.kron(a, np.eye(7))-np.kron(np.eye(7), a.T) for a in Lm]
ev, vec = np.linalg.eigh(sum(a@a for a in ad))
def part(D, k):   # rank-k part through the Casimir superoperator
    return D.reshape(3, 49)@vec[:, abs(ev-k*(k+1)) < 1e-8].conj()
om_num = lambda D: np.array([np.sum(abs(part(D, k))**2) for k in KS])

def G(ligs, k, t, p):
    s = 0
    for v, ap, at in ligs:
        R = np.linalg.norm(v)
        a = (-sqrt((k+1)/(2*k+1))*(k*at+(k+1)*ap) if t > k
             else (k+1)*sqrt(k/(2*k+1))*(ap-at))
        s += a*C(t, p, v[2]/R, np.arctan2(v[1], v[0]))/R**(k+2)
    return s
def om_form(ligs):
    return np.array([(mom[k]*red[k])**2/(2*k+1)*sum(abs(G(ligs, k, t, p))**2
                     for t in (k-1, k+1) for p in range(-t, t+1)) for k in KS])
def pair(ligs, t, pw):
    return sum(Pl(t, np.clip(a[0]@b[0]/sqrt((a[0]@a[0])*(b[0]@b[0])), -1, 1))
               / ((a[0]@a[0])*(b[0]@b[0]))**(pw/2) for a in ligs for b in ligs)
om_iso = lambda ligs, al: np.array([(k+1)*(mom[k]*red[k]*al)**2*pair(ligs, k+1, k+2) for k in KS])

# element-by-element test on a random anisotropic ligand set
rng = np.random.default_rng(1)
rl = []
for _ in range(4):
    u = rng.normal(size=3)
    rl.append((u/np.linalg.norm(u)*rng.uniform(4.5, 5.5), *rng.uniform(4, 15, 2)))
Dr = dipole(rl)
sph = {1: -(Dr[0]+1j*Dr[1])/sqrt(2), 0: Dr[2], -1: (Dr[0]-1j*Dr[1])/sqrt(2)}
err = 0
for mu in (-1, 0, 1):
    X = np.zeros((7, 7), complex)
    for k in KS:
        for q in range(-k, k+1):
            T = sum(cg(k, 1, t, q, mu, q+mu)*G(rl, k, t, q+mu)
                    for t in (k-1, k+1) if abs(q+mu) <= t)
            for m in range(-3, 4):
                if abs(m+q) <= 3:
                    X[m+3, m+q+3] += (mom[k]*(-1)**abs(q)*T*(-1)**(3-m)
                                      * w3(3, k, 3, -m, -q, m+q)*red[k])
    err = max(err, abs(X-sph[mu]).max())
assert err < 1e-9 and np.allclose(om_num(Dr), om_form(rl), rtol=1e-7, atol=0)
assert all(np.sum(abs(part(Dr, k))**2) < 1e-18 for k in (1, 3, 5))

pol = lambda th, p: np.array([np.sin(th)*np.cos(p), np.sin(th)*np.sin(p), np.cos(th)])
octa = [s*e for e in np.eye(3) for s in (1, -1)]
dirs = {'single': [pol(0.7, 0.3)], 'D3h': [pol(pi/2, 2*pi*i/3) for i in range(3)],
        'Td': [np.array(a)/sqrt(3) for a in ((1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1))],
        'Oh': octa,
        'D4d(60deg)': [pol(pi/3, pi*i/2) for i in range(4)]+[pol(2*pi/3, pi*i/2+pi/4) for i in range(4)],
        'Oh,1 bond+5%': [1.05*octa[0]]+octa[1:]}
mk = lambda g, R=R0, ap=AL, at=AL: [(R*u, ap, at) for u in dirs[g]]
print(f"inputs: R={R0} bohr, alpha={AL} bohr^3, cut={RC} bohr; 1 bohr^2={U20:.2f}e-20 cm^2")
print("<r^2>,<r^4>,<r^6> (bohr^k):", *(f"{mom[k]:.4f}" for k in KS))
print("same without cut (bohr^k):", *(f"{raw(k, 0)/raw(0, 0):.4f}" for k in KS))
print("<3||C^k||3>^2:", *(f"{red[k]**2:.5f}" for k in KS))
print("(k+1)<3||C^k||3>^2:", *(f"{(k+1)*red[k]**2:.5f}" for k in KS))
print("R^8,R^12,R^16 (bohr^n):", *(f"{R0**(2*k+4):.5e}" for k in KS))
print(f"random anisotropic set: max |D quadrature - D formula| = {err:.0e} e*bohr")
Dg, Om = {}, {}
for g in dirs:
    Dg[g] = dipole(mk(g)); Om[g] = om_num(Dg[g])
    assert np.allclose(Om[g], om_iso(mk(g), AL), rtol=1e-7, atol=1e-15)
    assert np.allclose(Om[g], om_form(mk(g)), rtol=1e-7, atol=1e-15)
    print(f"{g}: Omega2,4,6 (1e-20 cm^2) =", *(f"{o*U20:.4f}" for o in Om[g]))
for g in ('D3h', 'Td', 'D4d(60deg)'):
    print(f"{g}: sums of P3,P5,P7 over pairs =", *(f"{abs(pair(mk(g), t, 0)):.4f}" for t in (3, 5, 7)))
assert Om['Oh'].max() < 1e-18 and Om['D4d(60deg)'][0] < 1e-18 and Om['D4d(60deg)'][1] > 1e-5
assert Om['Td'][1] < 1e-18
assert abs(Om['D3h'][0]/Om['single'][0]-45/8) < 1e-7 and abs(Om['Td'][0]/Om['single'][0]-80/9) < 1e-7
assert abs(Om['Oh,1 bond+5%'][0]/Om['single'][0]-(1-1.05**-4)**2) < 1e-8
slope = np.log(om_num(dipole(mk('D3h', 1.3*R0)))/Om['D3h'])/log(1.3)
assert np.allclose(slope, [-8, -12, -16], atol=1e-5)
print("d ln Omega / d ln R (D3h):", *(f"{s:.4f}" for s in slope))
r42 = Om['single'][1]/Om['single'][0]
assert abs(r42-25/22*(mom[4]/mom[2]/R0**2)**2) < 1e-9
print(f"single: Omega4/Omega2={r42:.5f}, Omega6/Omega2={Om['single'][2]/Om['single'][0]:.6f}")
print(f"D3h with sigma2=0.5 only: Omega2={0.25*Om['D3h'][0]*U20:.3f}e-20 cm^2")
an = om_num(dipole(mk('D3h', R0, 14., 8.)))
assert abs(an[0]/Om['D3h'][0]-((2*8+3*14)/50)**2) < 1e-7
assert om_num(dipole(mk('D4d(60deg)', R0, 14., 8.)))[0] < 1e-18
print(f"D3h a_par=14,a_perp=8 bohr^3: Omega2={an[0]*U20:.3f}e-20 cm^2, ratio {an[0]/Om['D3h'][0]:.4f}")

def local(ligs):   # mutually polarising ligands
    N = len(ligs); T = np.zeros((3*N, 3*N))
    for a in range(N):
        for b in range(N):
            if a != b:
                d = ligs[a][0]-ligs[b][0]; s = d@d
                T[3*a:3*a+3, 3*b:3*b+3] = (3*np.outer(d, d)/s-np.eye(3))/s**1.5
    E = np.concatenate([field(l[0]) for l in ligs]).reshape(3*N, 49)
    return om_num(np.linalg.solve(np.eye(3*N)-AL*T, AL*E).reshape(N, 3, 7, 7).sum(0))
assert local(mk('Oh')).max() < 1e-18
print(f"ligand-ligand dipoles, D3h: Omega2 factor {local(mk('D3h'))[0]/Om['D3h'][0]:.4f}")

# exact diagonalisation: f^1 with spin-orbit, three s->p ligands in D3h
U1 = np.array([48*w6(3, Q(5, 2), Q(1, 2), Q(7, 2), 3, k)**2 for k in KS])
Es = [field(l[0]) for l in mk('D3h')]
def exact(g, om, w0, a0):
    def lig(op, L):
        f = [np.eye(4)]*3; f[L] = op
        return np.kron(np.kron(f[0], f[1]), f[2])
    H = np.kron(om/3.5*sum(np.kron(a, b) for a, b in zip(Lm, Sm)), np.eye(64))
    P = [np.zeros((64, 64)) for _ in range(3)]
    for L in range(3):
        H += np.kron(np.eye(14), lig(np.diag([0, w0, w0, w0]), L))
        for i in range(3):
            p = np.zeros((4, 4)); p[0, i+1] = p[i+1, 0] = sqrt(a0*w0/2)
            P[i] += lig(p, L)
            H -= g*np.kron(np.kron(Es[L][i], np.eye(2)), lig(p, L))
    V = np.linalg.eigh(H)[1]
    return sum(np.sum(abs(V[:, 6:14].conj().T@np.kron(np.eye(14), p)@V[:, :6])**2) for p in P)/g**2
print("f1 2F5/2-2F7/2 U2,U4,U6 squared:", *(f"{u:.5f}" for u in U1))
for g, om, w0, a0 in ((0.05, 0.1, 0.3, 10.), (0.05, 0.1, 0.2, 6.), (1.0, 0.1, 0.3, 10.)):
    aw = a0*w0**2/(w0**2-om**2)
    Sx, Sf, S0 = exact(g, om, w0, a0), om_iso(mk('D3h'), aw)@U1, om_iso(mk('D3h'), a0)@U1
    # higher orders scale as g^2
    assert abs(Sx/Sf-1) < (1e-4 if g < 1 else 4e-2) and abs(Sx/S0-1) > 0.15
    print(f"g={g} w={om} w0={w0} Eh a0={a0} a(w)={aw:.3f}: S/g^2 exact {Sx:.6f}, a(w) {Sf:.6f}, a0 {S0:.6f} au")

# static f-d mechanism, ligand charge -1
DEL, rad = 0.5, {1: 1., 3: 5., 5: 50.}
def static(ligs):
    pot = sum(rad[t]*Pl(t, n@v/sqrt(v@v))/(v@v)**((t+1)/2) for v, _, _ in ligs for t in rad)
    V = (Y3.conj()*wa*pot)@Y2.T
    d = [-rad[1]*(Y3.conj()*wa*n[:, i])@Y2.T for i in range(3)]
    D = np.array([-(a@V.conj().T+V@a.conj().T)/DEL for a in d])
    F = np.array([(2*k+1)*sum(pair(ligs, t, t+1)/(2*t+1)*(70*w6(1, k, t, 3, 2, 3)*w3(3, 1, 2, 0, 0, 0)
                  * w3(2, t, 3, 0, 0, 0)*rad[1]*rad[t]/DEL)**2 for t in rad if abs(k-t) == 1) for k in KS])
    assert np.allclose(om_num(D), F, rtol=1e-8, atol=1e-16)
    return D, F, V, d
static(rl)
Ds, Os, V, d = static(mk('D3h'))
blk = lambda a, e: np.block([[np.zeros((7, 7)), a], [a.conj().T, e*np.eye(5)]])
W = np.linalg.eigh(blk(0.01*V, DEL))[1][:, :7]
assert abs(sum(np.sum(abs(W.conj().T@blk(a, 0)@W)**2) for a in d)/1e-4/Os.sum()-1) < 1e-5
cosang = np.vdot(part(Ds, 2), part(Dg['D3h'], 2))/sqrt(Os[0]*Om['D3h'][0])
assert abs(abs(cosang.real)-1) < 1e-7
print(f"static inputs: Delta={DEL} Eh, <f|r^t|d>=1,5,50 bohr^t, ligand charge -1")
print("static D3h Omega2,4,6 (1e-20 cm^2):", *(f"{o*U20:.4f}" for o in Os))
print(f"cosine between static and dynamic rank-2 amplitudes: {cosang.real:.6f}")

# f^2 levels in pure LS coupling from antisymmetrised states
prs = [(i, j) for i in range(14) for j in range(i)]
A = np.zeros((196, 91))
for c, (i, j) in enumerate(prs):
    A[14*i+j, c], A[14*j+i, c] = sqrt(.5), -sqrt(.5)
two = lambda o: A.T@(np.kron(o, np.eye(14))+np.kron(np.eye(14), o))@A
L2 = [two(np.kron(a, np.eye(2))) for a in Lm]; S2 = [two(np.kron(np.eye(7), a)) for a in Sm]
ek, vk = np.linalg.eigh(sum(a@a+100*b@b+1e4*(a+b)@(a+b) for a, b in zip(L2, S2)))
def lev(S, L, J):
    v = vk[:, abs(ek-L*(L+1)-100*S*(S+1)-1e4*J*(J+1)) < 1e-5]
    assert v.shape[1] == 2*J+1
    return v
Sdef = lambda D, b: sum(np.sum(abs(b.conj().T@two(np.kron(a, np.eye(2)))@lev(1, 5, 4))**2) for a in D)
tot = {a: Ds+a/AL*Dg['D3h'] for a in (0, 5, 10)}
for a in (5, 10):
    print(f"static+dynamic, alpha={a}: Omega2,4,6 (1e-20 cm^2) =", *(f"{o*U20:.4f}" for o in om_num(tot[a])))
gain = {}
for nm, L, J in (('3F2', 3, 2), ('3P2', 1, 2), ('3H6', 5, 6)):
    U = np.array([9*(2*J+1)*w6(5, 4, 1, J, L, k)**2*4*11*(2*L+1)*w6(3, 5, 3, L, 3, k)**2 for k in KS])
    b = lev(1, L, J)
    assert abs(Sdef(Dr, b)/(om_form(rl)@U)-1) < 1e-7
    assert abs(Sdef(Dg['D3h'], b)/(om_iso(mk('D3h'), AL)@U)-1) < 1e-7
    S = [Sdef(tot[a], b) for a in (0, 5, 10)]
    gain[nm] = S[2]/S[0]
    print(f"3H4-{nm}: U2,U4,U6 squared =", *(f"{u:.5f}" for u in U))
    print("  S/e^2 at alpha=0,5,10 (1e-20 cm^2):", *(f"{s*U20:.4f}" for s in S), f"gain {gain[nm]:.2f}")
    if nm == '3F2':
        print(f"  f (vacuum, w=0.025 Eh, alpha=10) = {2/3*0.025*S[2]/9:.3e}")
assert Sdef(Dr, lev(0, 2, 2)) < 1e-20          # spin selection rule
assert gain['3F2'] > 5*max(gain['3P2'], gain['3H6'])
print("no test failed")
```

It prints:

```
inputs: R=4.5 bohr, alpha=10.0 bohr^3, cut=3.5 bohr; 1 bohr^2=2800.29e-20 cm^2
<r^2>,<r^4>,<r^6> (bohr^k): 1.2248 3.2597 14.1208
same without cut (bohr^k): 1.2292 3.3283 15.1438
<3||C^k||3>^2: 1.86667 1.27273 1.63170
(k+1)<3||C^k||3>^2: 5.60000 6.36364 11.42191
R^8,R^12,R^16 (bohr^n): 1.68151e+05 6.89525e+07 2.82748e+10
random anisotropic set: max |D quadrature - D formula| = 2e-14 e*bohr
single: Omega2,4,6 (1e-20 cm^2) = 13.9901 0.2746 0.0226
D3h: Omega2,4,6 (1e-20 cm^2) = 78.6944 0.6758 0.0375
Td: Omega2,4,6 (1e-20 cm^2) = 124.3567 0.0000 0.1351
Oh: Omega2,4,6 (1e-20 cm^2) = 0.0000 0.0000 0.0000
D4d(60deg): Omega2,4,6 (1e-20 cm^2) = 0.0000 6.8423 0.0064
Oh,1 bond+5%: Omega2,4,6 (1e-20 cm^2) = 0.4398 0.0177 0.0024
D3h: sums of P3,P5,P7 over pairs = 5.6250 2.4609 1.6611
Td: sums of P3,P5,P7 over pairs = 8.8889 0.0000 5.9918
D4d(60deg): sums of P3,P5,P7 over pairs = 0.0000 24.9170 0.2855
d ln Omega / d ln R (D3h): -8.0000 -12.0000 -16.0000
single: Omega4/Omega2=0.01963, Omega6/Omega2=0.001612
D3h with sigma2=0.5 only: Omega2=19.674e-20 cm^2
D3h a_par=14,a_perp=8 bohr^3: Omega2=105.891e-20 cm^2, ratio 1.3456
ligand-ligand dipoles, D3h: Omega2 factor 1.0589
f1 2F5/2-2F7/2 U2,U4,U6 squared: 0.12245 0.40816 0.85714
g=0.05 w=0.1 w0=0.3 Eh a0=10.0 a(w)=11.250: S/g^2 exact 0.004494, a(w) 0.004494, a0 0.003551 au
g=0.05 w=0.1 w0=0.2 Eh a0=6.0 a(w)=8.000: S/g^2 exact 0.002273, a(w) 0.002273, a0 0.001278 au
g=1.0 w=0.1 w0=0.3 Eh a0=10.0 a(w)=11.250: S/g^2 exact 0.004490, a(w) 0.004494, a0 0.003551 au
static inputs: Delta=0.5 Eh, <f|r^t|d>=1,5,50 bohr^t, ligand charge -1
static D3h Omega2,4,6 (1e-20 cm^2): 0.3496 2.4076 0.2789
cosine between static and dynamic rank-2 amplitudes: -1.000000
static+dynamic, alpha=5: Omega2,4,6 (1e-20 cm^2) = 14.7782 2.5227 0.2883
static+dynamic, alpha=10: Omega2,4,6 (1e-20 cm^2) = 68.5541 2.9757 0.3164
3H4-3F2: U2,U4,U6 squared = 0.49887 0.41806 0.14141
  S/e^2 at alpha=0,5,10 (1e-20 cm^2): 1.2204 8.4678 35.4881 gain 29.08
  f (vacuum, w=0.025 Eh, alpha=10) = 2.347e-05
3H4-3P2: U2,U4,U6 squared = 0.00000 0.04040 0.17532
  S/e^2 at alpha=0,5,10 (1e-20 cm^2): 0.1462 0.1525 0.1757 gain 1.20
3H4-3H6: U2,U4,U6 squared = 0.00188 0.02046 0.15611
  S/e^2 at alpha=0,5,10 (1e-20 cm^2): 0.0935 0.1243 0.2389 gain 2.56
no test failed
```
